\section*{Stability of the Hydrogen Orbit Parallel to a Magnetic Field, part 1}

(Sections cited here and not found follow in the second part.)

\section{The return map of the orbit along the field}

In a magnetic field of 6 T, the electron of a hydrogen atom with an energy $74.5\ \mathrm{cm^{-1}}$ below the zero-field ionization limit can leave the nucleus along the field, climb 156 nm, and fall back after 8.6 ps. If it is bound slightly more strongly, a small sideways disturbance of this motion stays small. If it is bound slightly less strongly, the disturbance grows from one return to the next, until it is large enough for nonlinear terms to limit it. Yet when the binding has weakened to $62.4\ \mathrm{cm^{-1}}$ the motion becomes stable again, and at $51.6\ \mathrm{cm^{-1}}$ it loses stability once more. The force along the orbit is the Coulomb attraction at all these energies, so the alternation must come from the sideways motion.

The electron is treated as a classical, nonrelativistic, spinless particle, and the nucleus as infinitely heavy. Atomic units are used, with $\gamma$ the field strength in its atomic unit and the field along $z$. In the symmetric gauge the Hamiltonian contains the terms $\gamma L_z/2$ and $\gamma^2\rho^2/8$, where $\rho$ is the distance from the $z$ axis. We take $L_z=0$. The first term then only makes the plane of motion turn about the axis at the Larmor frequency $\gamma/2$. In the frame that turns with it, the motion stays in a plane with coordinates $(x,z)$, where $x$ may have either sign and $\rho=|x|$. All shapes of orbits below refer to this rotating plane.

The field strength is removed by scaling. Replace lengths by $\gamma^{-2/3}$ times new lengths, momenta by $\gamma^{1/3}$ times new momenta, and times by $\gamma^{-1}$ times new times. The kinetic energy, the Coulomb energy and the diamagnetic energy then all acquire the factor $\gamma^{2/3}$; for the last, $\gamma^2\gamma^{-4/3}=\gamma^{2/3}$. With $E=\varepsilon\gamma^{2/3}$ what remains is
\begin{equation}
H=\frac{p_x^2+p_z^2}{2}-\frac1r+\frac{x^2}{8}=\varepsilon ,\qquad \varepsilon<0 .
\end{equation}
The classical motion depends on energy and field only through the scaled energy $\varepsilon$.

The orbit of interest runs into the nucleus, where the Coulomb force is singular. Semiparabolic coordinates $\mu,\nu$ and a new time $\tau$ remove the singularity:
\begin{equation}
x=\mu\nu,\quad z=\frac{\mu^2-\nu^2}{2},\quad r=\frac{\mu^2+\nu^2}{2},\quad dt=2r\,d\tau .
\end{equation}
Differentiating $x$ and $z$ with respect to $t$ and adding the squares, the cross terms cancel, and
\begin{equation}
\dot x^2+\dot z^2=(\mu^2+\nu^2)(\dot\mu^2+\dot\nu^2).
\end{equation}
The momentum conjugate to $\mu$ is therefore $p_\mu=(\mu^2+\nu^2)\dot\mu=d\mu/d\tau$, and likewise $p_\nu=d\nu/d\tau$. The kinetic energy is $(p_\mu^2+p_\nu^2)/[2(\mu^2+\nu^2)]$. Multiplying $H=\varepsilon$ by $2r=\mu^2+\nu^2$ turns the Coulomb term into the constant $-2$, which we move to the right:
\begin{equation}
K=\frac{p_\mu^2+p_\nu^2}{2}-\varepsilon(\mu^2+\nu^2)+\frac{\mu^2\nu^2(\mu^2+\nu^2)}{8}=2 .
\end{equation}
Since $K-2=2r(H-\varepsilon)$, the derivatives of $K$ on the surface $H=\varepsilon$ are $2r$ times those of $H$. Hamilton's equations for $K$ with time $\tau$ thus describe the same motion as those for $H$ with time $t$, and they are regular at the nucleus.

On the positive $z$ axis $\nu=0$, and $\mu$ obeys $d^2\mu/d\tau^2=2\varepsilon\mu$. At the nucleus $K=2$ gives $p_\mu=2$, so that
\begin{equation}
\mu=\frac2\omega\sin\omega\tau,\qquad \omega^2=2|\varepsilon| .
\end{equation}
The top of the orbit is at $z=\mu^2/2=2/\omega^2=1/|\varepsilon|$. The electron is back at the nucleus when $s=\omega\tau$ reaches $\pi$, and the scaled time this takes is
\begin{equation}
T=\int\mu^2\,d\tau=\frac{4}{\omega^3}\int_0^\pi\sin^2 s\,ds=\frac{2\pi}{(2|\varepsilon|)^{3/2}} .
\end{equation}

A neighbouring trajectory has a small $\nu$. The equation for $\mu$ changes in second order in $\nu$ only, so to first order the sideways motion can be followed along the undisturbed $\mu(\tau)$. From $K$,
\begin{equation}
\frac{d^2\nu}{d\tau^2}=-\frac{\partial K}{\partial\nu}=2\varepsilon\nu-\frac{\mu^4\nu}{4}-\frac{\mu^2\nu^3}{2} .
\end{equation}
The cubic term is dropped. On the orbit $\mu^4/4=(4/\omega^4)\sin^4 s$. Dividing by $\omega^2$, writing $v(s)$ for the linearized $\nu$ and using a prime for $d/ds$, we obtain
\begin{equation}
v''+(1+q\sin^4 s)\,v=0,\qquad q=\frac{4}{\omega^6}=\frac{1}{2|\varepsilon|^3} .
\end{equation}
This is a Hill equation, a linear oscillator whose stiffness varies periodically, here with period $\pi$. The period equals the duration of one return. Raising the energy toward zero raises $q$ from zero to infinity.

Let $M_{\mathrm H}$ be the matrix that carries $(v,v')$ from $s=0$ to $s=\pi$. It is not yet the monodromy matrix $M$ of the physical orbit, because at $s=\pi$ the coordinate $\mu$ passes through zero with $p_\mu=-2$, whereas the orbit started with $p_\mu=+2$. Changing the signs of $\mu,\nu,p_\mu,p_\nu$ together leaves $x$, $z$ and their velocities unchanged, so both sets describe the same physical state. To compare the end of the orbit with its beginning we must apply this change of sign, and it acts on $v$ as well:
\begin{equation}
M=-M_{\mathrm H} .
\end{equation}
A check is the limit $q\to0$. There $v''+v=0$ gives $M_{\mathrm H}=-1$, hence $M=1$: without the diamagnetic force every neighbouring orbit is a closed Kepler ellipse and repeats itself.

The two variables have a direct meaning at the nucleus. An electron starting there at an angle $\theta$ to the axis has $p_\mu=2\cos(\theta/2)$ and $p_\nu=2\sin(\theta/2)$, because the polar angle in the $(\mu,\nu)$ plane is half of that in the $(z,x)$ plane. For small $\theta$ this means $v'=\theta/\omega$. The angular momentum about the axis normal to the plane is $(\mu p_\nu-\nu p_\mu)/2$ in magnitude, which at $\mu=0$, $p_\mu=2$ equals $|\nu|$. Thus $M$ tells how direction and angular momentum at the nucleus are mixed in one return.

Since the Hill equation has no term in $v'$, the Wronskian of two solutions is constant and $\det M=1$. The eigenvalues are $\lambda$ and $1/\lambda$, with $\lambda+1/\lambda=\operatorname{Tr}M$. For $|\operatorname{Tr}M|<2$ they are $e^{\pm i\alpha}$ with $\operatorname{Tr}M=2\cos\alpha$, and a disturbance moves on an ellipse in the $(v,v')$ plane from return to return and stays bounded. For $|\operatorname{Tr}M|>2$ they are real, and one disturbance is stretched by $|\lambda|>1$ at each return.

The stiffness is symmetric about $s=0$ and about $h=\pi/2$, the top of the orbit. This allows $M$ to be written with values at $h$ alone. Let $c(s)$ and $o(s)$ be the even and odd solutions with $c(0)=1$, $c'(0)=0$, $o(0)=0$, $o'(0)=1$. Below, $c,c',o,o'$ without argument are their values at $h$, and
\begin{equation}
\Phi=\begin{pmatrix}c&o\\ c'&o'\end{pmatrix},\qquad co'-oc'=1,
\end{equation}
carries $(v,v')$ from $0$ to $h$. If $v(s)$ is a solution, so is $v(\pi-s)$, whose derivative has the opposite sign. With $F=\operatorname{diag}(1,-1)$, the matrix from $\pi$ back to $h$ is therefore $F\Phi F$, and that from $h$ to $\pi$ is its inverse $F\Phi^{-1}F$. Hence
\begin{equation}
M_{\mathrm H}=F\Phi^{-1}F\,\Phi=
\begin{pmatrix}o'&o\\ c'&c\end{pmatrix}
\begin{pmatrix}c&o\\ c'&o'\end{pmatrix}
=\begin{pmatrix}co'+oc'&2oo'\\ 2cc'&co'+oc'\end{pmatrix} .
\end{equation}
The trace of $M$ is $-2(co'+oc')$. Writing the number 2 as $2(co'-oc')$ and adding it to or subtracting it from the trace, we find
\begin{equation}
\operatorname{Tr}M+2=-4\,oc',\qquad \operatorname{Tr}M-2=-4\,co' .
\end{equation}
The orbit is stable when $oc'<0$ and $co'>0$. Stability can change only where one of the four numbers $c,c',o,o'$ vanishes.

For strong binding $q$ is small, and $M$ follows from first-order perturbation theory. Put $v=v_0+qv_1$, where $v_0''+v_0=0$. Then $v_1''+v_1=-\sin^4 s\,v_0$, with $v_1$ and $v_1'$ zero at the start, so
\begin{equation}
v_1(s)=-\int_0^s\sin(s-t)\sin^4 t\;v_0(t)\,dt .
\end{equation}
At $s=\pi$ we have $\sin(\pi-t)=\sin t$ and $\cos(\pi-t)=-\cos t$, which gives
\begin{equation}
v_1(\pi)=-\int_0^\pi\sin^5 t\;v_0\,dt,\qquad
v_1'(\pi)=\int_0^\pi\cos t\,\sin^4 t\;v_0\,dt .
\end{equation}
For the odd solution $v_0=\sin t$; the first integral is $-5\pi/16$ and the second vanishes by symmetry about $\pi/2$. For the even solution $v_0=\cos t$; the first vanishes and the second is $3\pi/8-5\pi/16=\pi/16$. With the sign in $M=-M_{\mathrm H}$,
\begin{equation}
M\approx\begin{pmatrix}1&5\pi q/16\\ -\pi q/16&1\end{pmatrix} .
\end{equation}
The diagonal elements are equal, so $\cos\alpha=M_{11}$, and $\det M=1$ gives $\sin^2\alpha=-M_{12}M_{21}$. To leading order
\begin{equation}
\alpha\approx\frac{\sqrt5\,\pi q}{16}=\frac{\sqrt5\,\pi}{32|\varepsilon|^3} .
\end{equation}
The opposite signs of the off-diagonal elements make the orbit stable. At $\varepsilon=-4$ the formula gives 0.003430 rad, and integration of the Hill equation gives 0.003428 rad.

At $\varepsilon=-0.5$ the diamagnetic force is no longer weak. Here $q=1/(2\times0.125)=4$, and integration gives
\begin{equation}
M=\begin{pmatrix}0.1090&1.2362\\ -0.7993&0.1090\end{pmatrix},\qquad \operatorname{Tr}M=0.2180 .
\end{equation}
The determinant is $0.0119+0.9881=1.0000$. The orbit is stable, with $\cos\alpha=0.1090$ and $\alpha=1.462$ rad. The weak-field formula would give $\sqrt5\,\pi/4=1.756$ rad, which is 20\% more than the integrated angle.

At $\varepsilon=-0.35$ we have $q=11.66$ and
\begin{equation}
M=\begin{pmatrix}-1.2063&-0.8980\\ -0.5069&-1.2063\end{pmatrix},\qquad \operatorname{Tr}M=-2.4127 .
\end{equation}
The eigenvalues are $-1.2063\pm\sqrt{1.2063^2-1}$, that is $-1.881$ and $-0.532$. The unstable disturbance changes sign at every return and grows by the factor 1.881. In ten returns it would grow by $e^{10\times0.6318}\approx550$, provided that it was small enough at first for the linear equation to hold throughout.

The reduction and its sign were tested on trajectories computed in the ordinary coordinates $x,z$, started at the top with a small sideways displacement or momentum and followed past the nucleus to the next top. At the top $x=\mu\nu$ and $p_x=p_\nu/\mu$, which only rescales the two variables, and starting at the top instead of the nucleus replaces $M$ by a similar matrix. The trace is therefore the same. These trajectories gave $0.2181$ and $-2.4127$ at the two energies.

The sideways motion about the orbit along the field has been reduced to a Hill equation, whose even and odd solutions at the top of the orbit decide its stability: the orbit is stable at $\varepsilon=-0.5$ and unstable at $\varepsilon=-0.35$. It remains to find where stability is first lost, and how it returns and is lost again as the energy rises toward zero.
